\section*{Choosing the transverse mesh for a gate stack's scale length}

\section{The question behind the mesh setting}

When the channel of a transistor is shortened, the drain comes closer to the source barrier, more of its potential is felt there, and the gate loses part of its control. The reach is set by the layers between the electrodes: their thicknesses and permittivities fix a length $\lambda$ over which a lateral disturbance dies out. Electronic-structure programs that couple carriers to a Poisson solver ask for a mesh across these layers. The setting considered here is the number of cells in each layer. How many are needed for a reliable $\lambda$, and where should they go?

Let $x$ run along the channel and $y$ across the stack. Layer $j$ has thickness $t_j$ and a constant, isotropic relative permittivity $\varepsilon_j$. A metal gate lies at $y=0$. At $y=T$ there is either a second gate or a plane of zero normal flux, such as the midplane of a symmetric device with equal gate biases. The layers are taken to continue unchanged along $x$.

In subthreshold, mobile charge is neglected. A one-dimensional solution carries the fixed charge and the gate biases. The remaining potential $\phi$ vanishes at the gates and obeys
\begin{equation}
\partial_y(\varepsilon\,\partial_y\phi)+\varepsilon\,\partial_x^2\phi=0 .
\end{equation}
Inserting $\phi=u(y)e^{-kx}$ gives $\partial_x^2\phi=k^2\phi$, hence
\begin{equation}
-(\varepsilon u')'=k^2\varepsilon u,\qquad \lambda=1/k ,
\label{eq:mode}
\end{equation}
with $u$ and $\varepsilon u'$ continuous at interfaces. Here $k^2$ is the lowest eigenvalue. Some authors call $\pi/k$ the scale length, so the convention must be checked before values are compared.

\section{Why the lowest eigenvalue is the one to compute}

Multiply \eqref{eq:mode} by a function $v$ that vanishes at the gates and integrate by parts in each layer. The boundary terms $\varepsilon u'v$ cancel at interfaces because the flux is continuous. They vanish at a gate because $v=0$, and at a zero-flux plane because $\varepsilon u'=0$. Thus
\begin{equation}
a(u,v)=k^2m(u,v),\quad a(u,v)=\int_0^T\!\varepsilon u'v'\,dy,\quad m(u,v)=\int_0^T\!\varepsilon uv\,dy .
\label{eq:weak}
\end{equation}
For two modes, $a(u_p,u_q)$ equals both $k_p^2m(u_p,u_q)$ and $k_q^2m(u_p,u_q)$. Modes with different eigenvalues are therefore orthogonal with weight $\varepsilon$, and a disturbance $\phi(0,y)$ excites the lowest mode with amplitude $m(\phi(0,\cdot),u)/m(u,u)$.

The lowest mode minimizes $a(v,v)/m(v,v)$. Replacing $u$ by $|u|$ leaves this quotient unchanged, so $|u|$ is also a minimizer and satisfies \eqref{eq:mode}. If it vanished inside the stack, its flux would vanish there too, and integration from that point would give $u=0$ everywhere. Hence $u$ has one sign. A source disturbance of one sign must excite it, and far from the source it dominates because the other modes decay faster. Near the source those modes still contribute, and one exponential is not enough.

\section{What the solver assembles}

Place a node on every interface and let the trial potential be linear in each cell. In a cell of width $h$, with $r=s/h$ the fractional distance from its left node, the shape functions are $1-r$ and $r$. Their slopes are $\mp1/h$, and
\[
\int_0^1(1-r)^2dr=\int_0^1r^2dr=\tfrac13,\qquad \int_0^1r(1-r)\,dr=\tfrac16 .
\]
The cell therefore contributes
\begin{equation}
\frac{\varepsilon}{h}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}\ \text{to }K,
\qquad
\frac{\varepsilon h}{6}\begin{pmatrix}2&1\\1&2\end{pmatrix}\ \text{to }M .
\end{equation}
Add the contributions, delete the rows and columns of gate nodes, keep the end node at a zero-flux plane, and find the lowest eigenvalue of
\begin{equation}
Kc=k_h^2Mc,\qquad \lambda_h=1/k_h .
\end{equation}

A uniform slab between two gates, cut into two cells, can be done by hand. With $h=T/2$ the single free node has $K=2\varepsilon/h=4\varepsilon/T$ and $M=2\varepsilon h/3=\varepsilon T/3$, so $k_h^2T^2=12$. The continuous value is $\pi^2\approx9.87$. The eigenvalue is 22\% too high, and $\lambda_h$ is 9\% too low, each relative to the continuous value.

\section{A guaranteed error bound}

The trial functions form a subspace of those allowed in the minimum principle, so $k_h^2\ge k^2$ and $\lambda_h\le\lambda$. For the other side, let $Iu$ be the piecewise linear function that agrees with $u$ at the nodes, and let $e=u-Iu$. Since $(Iu)'$ is constant in each cell and $e$ vanishes at both ends of it, $a(e,Iu)=0$. Therefore
\begin{align}
a(u,u)&=a(Iu,Iu)+a(e,e),\\
k^2m(u,e)&=a(u,e)=a(Iu,e)+a(e,e)=a(e,e),
\label{eq:me}
\end{align}
where the second line uses \eqref{eq:weak} with $v=e$. Define
\begin{equation}
\alpha=\frac{a(e,e)}{k^2m(u,u)} .
\end{equation}
Because $a(u,u)=k^2m(u,u)$, the first line gives $a(Iu,Iu)=k^2m(u,u)(1-\alpha)$. The second gives
\[
m(Iu,Iu)=m(u,u)-2m(u,e)+m(e,e)\ge m(u,u)(1-2\alpha).
\]
With $Iu$ as trial function, and $\alpha<1/2$,
\begin{equation}
\frac{k_h^2}{k^2}\le\frac{1-\alpha}{1-2\alpha},\qquad
0\le\frac{k_h^2}{k^2}-1\le\frac{\alpha}{1-2\alpha}.
\label{eq:alphabound}
\end{equation}

It remains to bound $\alpha$. In a cell, $e'$ has zero mean because $e$ vanishes at both ends. Its cosine series is $e'=\sum_{p\ge1}b_p\cos(p\pi s/h)$, and the sine series of $e''$ has coefficients $-(p\pi/h)b_p$. Comparing the sums of squares, with $p\ge1$, gives
\begin{equation}
\int e'^2ds\le\frac{h^2}{\pi^2}\int e''^2ds=\frac{h^2k^4}{\pi^2}\int u^2ds .
\end{equation}
The last step uses $e''=u''=-k^2u$, valid inside one material. Multiplying by $\varepsilon$, summing over cells and dividing by $k^2m(u,u)$ yields
\begin{equation}
\alpha\le\left(\frac{kh_{\max}}{\pi}\right)^2,
\qquad
\alpha\le\max_j\left(\frac{kh_j}{\pi}\right)^2 ,
\label{eq:hbound}
\end{equation}
the second form being for equal cells of width $h_j$ within layer $j$.

In each layer $u$ is a sinusoid of wavenumber $k$, and its zeros are $\pi/k$ apart. Since $u$ has one sign, $kt_j\le\pi$. If every layer has at least $n\ge2$ equal cells, then $h_j\le t_j/n$ and $\alpha\le1/n^2$. The bound \eqref{eq:alphabound} increases with $\alpha$, so
\begin{equation}
0\le\frac{k_h^2}{k^2}-1\le\frac1{n^2-2},
\qquad
\lambda_h\le\lambda\le\lambda_h\sqrt{\frac{n^2-1}{n^2-2}} .
\label{eq:bracket}
\end{equation}
No thickness or permittivity appears in the bound. In a test on 60 random stacks, with both end conditions, the largest error was 0.79 of the bound.

A second bracket costs nothing extra. Since $k\le k_h$, the computable number $\beta=(k_hh_{\max}/\pi)^2$ also bounds $\alpha$. With $n$ cells in every layer, the resulting bracket is tighter than \eqref{eq:bracket} if $\beta<1/n^2$. This fails for a single uniform layer between two gates, where $k_h>k=\pi/T$. When $\beta<1/2$,
\begin{equation}
\lambda_h\le\lambda\le\lambda_h\sqrt{\frac{1-\beta}{1-2\beta}} .
\label{eq:beta}
\end{equation}

\section{Where the cells should go}

A bound does not say how large the error is. Let $u_h$ be the discrete mode. It satisfies $a(Iu,u_h)=k_h^2m(Iu,u_h)$, and $a(e,u_h)=0$ because $u_h'$ is constant in each cell. Hence
\[
k^2m(u,u_h)=a(u,u_h)=a(Iu,u_h)=k_h^2\,[m(u,u_h)-m(e,u_h)],
\]
which rearranges to
\begin{equation}
k_h^2-k^2=k_h^2\,\frac{m(e,u_h)}{m(u,u_h)} .
\end{equation}
As the mesh is refined, $k_h^2$ tends to $k^2$. The lowest eigenvalue is separated from the next, so $u_h$, suitably normalized, tends to $u$. To leading order the relative error is then $m(e,u)/m(u,u)$, which equals $\alpha$ by \eqref{eq:me}.

In a small cell $u''$ is nearly constant, so $e'\approx u''(s-h/2)$ and $\int e'^2ds\approx u''^2h^3/12$. With $u''=-k^2u$,
\begin{equation}
\frac{k_h^2}{k^2}-1\simeq\frac{k^2}{12}\sum_jw_jh_j^2,\qquad
w_j=\frac{\int_j\varepsilon u^2dy}{m(u,u)} .
\label{eq:leading}
\end{equation}
Since $\lambda_h=1/k_h$, the relative error of $\lambda_h$ is minus half of this.

Put $h_j=t_j/n_j$ and minimize $\sum_jw_jt_j^2/n_j^2$ at a fixed total number of cells. With a Lagrange multiplier $\mu$, the condition is $-2w_jt_j^2/n_j^3+\mu=0$, so
\begin{equation}
n_j\propto(w_jt_j^2)^{1/3} .
\label{eq:allocation}
\end{equation}
A thin layer holding little of the weight needs few cells, even if its permittivity differs strongly from its neighbours'. The nodes on its faces already represent the kink in $u$.

\section{Why doubling and extrapolating works}

Inside a uniformly meshed layer, write $X=k_hh$. An interior row of the matrix equation reads
\[
-c_{i-1}+2c_i-c_{i+1}=\frac{X^2}{6}(c_{i-1}+4c_i+c_{i+1}).
\]
Sinusoids of phase step $\theta$ solve it if $2-2\cos\theta=(X^2/6)(4+2\cos\theta)$. With $\cos\theta=1-2\sin^2(\theta/2)$ this becomes
\begin{equation}
4\sin^2\frac\theta2=\frac{X^2}{1+X^2/6} .
\end{equation}

At an interface node write the solution on one side as $A\cos p\theta+B\sin p\theta$, with $p$ counted from the node. The right-hand cell contributes
\[
\frac{\varepsilon}{h}(c_0-c_1)-\frac{k_h^2\varepsilon h}{6}(2c_0+c_1).
\]
Its $A$ part vanishes by the phase relation. Its $B$ part is $-\varepsilon qB$, with
\begin{equation}
q=\frac{\sin\theta}{h}\left(1+\frac{X^2}{6}\right)=k_h\sqrt{1-\frac{X^2}{12}} ,
\end{equation}
where $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ was used. The left-hand cell gives $+\varepsilon qB$ with its own values, so $\varepsilon qB$ is continuous. It plays the part of the flux.

The discrete problem is thus a layer-by-layer transfer with total phase $t_j\theta_j/h_j$ and flux factor $\varepsilon_jq_j$. Both depend on the mesh through $h_j^2$ alone. The continuous eigenvalue is a simple root: if $\dot u=\partial u/\partial(k^2)$ at fixed initial flux, differentiating \eqref{eq:mode} gives $(\varepsilon u'\dot u-\varepsilon\dot u'u)'=\varepsilon u^2$. The integral is positive, so the end condition changes at nonzero rate with $k^2$. The discrete root is then a smooth function of the $h_j^2$. If every layer is refined together,
\begin{equation}
k_n^2=k^2+\frac{C_2}{n^2}+\frac{C_4}{n^4}+\dots,\qquad
\frac{4k_{2n}^2-k_n^2}{3}=k^2-\frac{C_4}{4n^4}+\dots
\end{equation}
The combination is fourth order, but it is no longer a guaranteed bound.

\section{When second order is lost}

If a mesh line misses an interface and $\varepsilon$ is sampled at cell centres, the solver treats a stack whose interface has moved by up to $h/2$. The eigenvalue depends smoothly on the layer thicknesses, generally with a nonzero slope, so the error is generally of first order in $h$.

This was tested on a half-stack with 1 nm of permittivity 4, 2 nm of permittivity 12 and a zero-flux end. With the interface one third of the way through a cell, the relative error of $k^2$ was 2.0\% for 16 cells, 0.46\% for 64 and 0.11\% for 256. The last fourfold refinement reduced it by 4.1. With aligned nodes, a fourfold refinement reduced the error by 16.0. Plain doubling moves the interface to two thirds of a cell and reverses the sign of the error ($-0.85\%$ for 32 cells), so $\lambda_h\le\lambda$ no longer holds. The loss of order depends on how the cut cell is treated. An arithmetic mean of $\varepsilon$ is still first order, but the thickness-weighted harmonic mean in $K$ with the arithmetic mean in $M$ restores a factor of 16.0 in this stack, though not the guaranteed bracket.

The same half-stack tests a common closed-form estimate. In the insulator $u\propto\sin ky$, and in the half-body $u\propto\cos k(T-y)$. Matching $\varepsilon u'/u$ gives $\varepsilon_1\cot kt_1=\varepsilon_2\tan kt_2$. For small phases this becomes $\varepsilon_1/(kt_1)=\varepsilon_2kt_2$, or
\begin{equation}
\lambda\simeq\sqrt{\frac{\varepsilon_2t_1t_2}{\varepsilon_1}} .
\end{equation}
Here it gives $\sqrt6=2.45$ nm, against 2.77 nm from the full condition. The phase $kt_2=2/2.77=0.72$ is not small, and the estimate is 11\% low. Thinner layers do not help. The condition reads $\tan kt_1\tan kt_2=\varepsilon_1/\varepsilon_2$, so scaling both thicknesses leaves the phases unchanged, and both phases can be small only if $\varepsilon_1\ll\varepsilon_2$. For $\varepsilon_1/\varepsilon_2=1/3$ the estimate is at best 9\% low, at $t_1=t_2$ where $kt=\pi/6$. For a ratio of $1/30$ and the thicknesses above it is 1.4\% low.

\section{A four-layer stack}

Consider a double-gate model with, from top to bottom, 2 nm of permittivity 20, 0.8 nm of 4, a 6 nm body of 12, and 3 nm of 4. A continuous transfer calculation gives $k=0.21663$ nm$^{-1}$, so $\lambda=4.6163$ nm and $\pi/k=14.502$ nm. Further digits below serve to measure numerical convergence. They are not a claim about a real device.

The weights $w_j$ are 0.0104, 0.0098, 0.9248 and 0.0550. For $n=8$ cells in every layer the widths are 0.25, 0.10, 0.75 and 0.375 nm, and \eqref{eq:leading} gives
\[
\frac{0.04693}{12}\,(0.00065+0.00010+0.52019+0.00774)=2.07\times10^{-3}.
\]
The computed error of $k_h^2$ is also $2.07\times10^{-3}$, and the body supplies nearly all of it. The scale length is $\lambda_h=4.6115$ nm, low by 0.10\%. The universal bracket \eqref{eq:bracket} ends at 4.6485 nm. For \eqref{eq:beta}, $\beta=[0.75/(4.6115\pi)]^2=0.00268$, which lowers the upper end to 4.6177 nm.

Doubling from 16 to 32 cells per layer reduces the error by 4.00. Extrapolating from 4 and 8 cells gives 4.61631 nm, with a relative error of $-1.7\times10^{-5}$ in $k^2$. The last extrapolated errors fall by 16.1 per doubling, as fourth order requires.

Rule \eqref{eq:allocation} suggests cells in the ratio $0.11:0.06:1:0.25$. With at least two per layer, take 2, 2, 16 and 4. Equation \eqref{eq:leading} then predicts an error of $6.8\times10^{-4}$ in $k^2$ with 24 cells, about a third of the error of the 32-cell mesh above. The computed error on this mesh is $6.7\times10^{-4}$. The guarantee does not improve with it: $h_{\max}$ is now 1 nm, so $\beta=0.00476$ and the upper end of \eqref{eq:beta} rises to 4.6258 nm.

A two-dimensional Laplace solution on a 0.2 nm grid, with unit potential imposed at $x=0$, has a decay length of 4.617 nm between $x=24$ and 32 nm. This agrees with $\lambda$ and confirms its meaning far from the source. How far is enough depends on the stack. If the bottom insulator is 25 nm thick, as for a buried oxide, $\lambda=9.41$ nm, but the local decay length at the centre of the body near $x=10$ nm is 7.5 nm for a unit potential on the whole face and 5.9 nm for a disturbance confined to the body. For such stacks a short channel needs the higher modes as well.

Replacing the top layer by its equivalent oxide thickness, $2\times4/20=0.4$ nm of permittivity 4, keeps its one-dimensional capacitance. Yet $\lambda$ becomes 4.5945 nm, 0.47\% shorter. Next to the gate the ratio of potential to flux across a layer is $\tan(kt)/(\varepsilon k)\simeq(t/\varepsilon)[1+(kt)^2/3]$. The replacement preserves $t/\varepsilon$ but not the correction. For a layer touching the gate it is harmless when $kt$ is small, so thick high-permittivity layers should keep their physical thickness. Away from the gate $u$ is not small and the product $\varepsilon t$ of the layer enters $m(u,u)$. A 0.5 nm layer of permittivity 20 placed between the 0.8 nm layer and the body has $kt=0.11$, yet the same replacement shortens $\lambda$ by 2.1\%.

\section{Recommended settings}

\begin{itemize}
\item Put a node on every interface. If the mesh misses an interface and $\varepsilon$ is sampled or averaged arithmetically in the cut cell, refinement generally reduces the error only at first order, and the brackets do not apply.
\item Start with four cells per layer. The width of the universal bracket is then 3.5\% of $\lambda_h$. Eight cells reduce it to 0.8\%, and \eqref{eq:beta} is tighter when $\beta<1/n^2$.
\item Add the next cell where $w_jt_j^2/n_j^3$ is largest. Starting from equal $n_j$ in the stack above, that is the body.
\item For more digits, double the cells in every layer and extrapolate $k_h^2$. Keep the unextrapolated bracket as the guarantee.
\item Set the tolerance by the quantity needed. Since $d\ln e^{-x/\lambda}=(x/\lambda)\,d\lambda/\lambda$, a 0.4\% error in $\lambda$, as for $n=4$ above, becomes about 2\% in the decay factor at $x=5\lambda$.
\end{itemize}

These settings control the error in $\lambda$ caused by the mesh across the stack, not the model. Wave functions, carrier densities and the mesh along $x$ need their own convergence tests. The brackets hold for linear elements with the matrix $M$ given above. They need not hold for finite differences or a lumped (diagonal) mass matrix, which can give $\lambda_h>\lambda$. Above threshold, mobile charge responds to $\phi$ and adds a term to the equation. Where layers end near the source or drain, the separation in $x$ and $y$ fails locally. A finer mesh cures neither. The numerical output gives the full convergence sequence.

\section*{Computed results}
\begin{verbatim}
Double-gate model stack, from top gate to bottom gate:
  high-permittivity: thickness 2.0 nm, relative permittivity 20
  interlayer: thickness 0.8 nm, relative permittivity 4
  body: thickness 6.0 nm, relative permittivity 12
  bottom insulator: thickness 3.0 nm, relative permittivity 4
Transfer-matrix k = 0.21662513 1/nm, k^2 = 0.04692645 1/nm^2
Scale length lambda = 1/k = 4.616270 nm; pi/k = 14.502439 nm
n = cells per layer; error = k_h^2/k^2 - 1 (dimensionless)
  n= 2: lambda_h=4.539320 nm, upper bound=5.559509 nm, error=3.4191e-02, leading=3.3078e-02
  n= 4: lambda_h=4.597148 nm, upper bound=4.758500 nm, error=8.3363e-03, leading=8.2696e-03
  n= 8: lambda_h=4.611496 nm, upper bound=4.648536 nm, error=2.0715e-03, leading=2.0674e-03
  n=16: lambda_h=4.615077 nm, upper bound=4.624152 nm, error=5.1711e-04, leading=5.1685e-04
  n=32: lambda_h=4.615971 nm, upper bound=4.618229 nm, error=1.2923e-04, leading=1.2921e-04
Error ratios on doubling n: 4.1014, 4.0242, 4.0060, 4.0015
Weights of eps*u^2 by layer: 0.01042, 0.00977, 0.92478, 0.05503
Extrapolated n=2,4: lambda=4.61692041 nm, relative k^2 error=-2.819e-04
Extrapolated n=4,8: lambda=4.61630830 nm, relative k^2 error=-1.673e-05
Extrapolated n=8,16: lambda=4.61627207 nm, relative k^2 error=-1.033e-06
Extrapolated n=16,32: lambda=4.61626983 nm, relative k^2 error=-6.430e-08
Last extrapolated-error ratio = 16.061
Uniform slab, two cells: k_h^2*T^2 = 12.000000; continuous value = 9.869604
Random stacks tested: 60; largest error/bound = 0.7941
Half-stack: 1 nm of permittivity 4, 2 nm of 12, zero-flux end; lambda=2.767269 nm
  Misaligned mesh, 16 cells: k^2 error=1.9714e-02
  Misaligned mesh, 64 cells: k^2 error=4.5775e-03
  Misaligned mesh, 256 cells: k^2 error=1.1231e-03
Error ratio for four times more cells: misaligned 4.076, aligned 16.010
2D Laplace, grid 0.2 nm, length 64 nm: decay length from x=24 to 32 nm = 4.61697 nm
Top layer replaced by 0.40 nm of permittivity 4: lambda=4.594511 nm, change=-0.471 %
\end{verbatim}
